# Mean elongation, variance and third cumulant of a classical anharmonic bond

## Problem

Let \(x=r-r_0\) be the elongation of a bond between two atoms, measured from the minimum \(r_0\) of an effective potential that does not depend on temperature,

\[
V(x)=\tfrac12 kx^2-gx^3+hx^4,\qquad k,g,h>0 .
\]

With \(g>0\) the bond is softer on stretching than on compression. The quartic term keeps the Boltzmann integral finite. Assume also \(g^2<2hk\). Then \(V=x^2(\tfrac12k-gx+hx^2)>0\) for \(x\ne0\), so \(x=0\) is the deepest minimum. The motion is one-dimensional and classical, with probability density \(p(x)\propto e^{-V(x)/k_BT}\). Define

\[
C_1=\langle x\rangle,\qquad \sigma^2=\langle (x-C_1)^2\rangle,\qquad C_3=\langle (x-C_1)^3\rangle .
\]

**(a)** Show that \(C_1\sigma^2/C_3=\tfrac12\) at leading order in weak anharmonicity.

**(b)** Find the first correction to this ratio.

**(c)** In EXAFS, the fine structure of X-ray absorption, a backscattered photoelectron of wavenumber \(q\) carries the factor \(e^{2iqr}\), averaged over the bond length. Show how the thermal elongation follows from a fitted \(\sigma^2\) and \(C_3\).

**(d)** Evaluate the results for \(k=3.2\) eV/Å\(^2\), \(g=1.3\) eV/Å\(^3\), \(h=0.6\) eV/Å\(^4\) and \(T=400\) K. These are illustrative values, meant only to give the order of magnitude for a nearest-neighbour bond in a hot copper interconnect; they are not derived here.

## Hints

1. Measure \(x\) in units of the harmonic thermal width. Two small dimensionless numbers remain. How does each scale with \(T\)?
2. The harmonic average of an odd power vanishes. Which term of the potential gives the first contribution to \(\langle x\rangle\) and \(\langle x^3\rangle\)?
3. The third cumulant is not \(\langle x^3\rangle\): the mean must be subtracted first.
4. For (b), keep every term up to the next power of \(T\), including the normalization.
5. For (c), expand the logarithm of the averaged exponential.

## Solution

### (a) Leading order

Put \(x=\sigma_0y\) with \(\sigma_0^2=k_BT/k\). Then

\[
\frac{V}{k_BT}=\frac{y^2}{2}-\varepsilon y^3+\eta y^4,\qquad
\varepsilon=\frac{g\sigma_0^3}{k_BT}=\frac{g\sqrt{k_BT}}{k^{3/2}},\qquad
\eta=\frac{h\sigma_0^4}{k_BT}=\frac{h\,k_BT}{k^2}.
\]

Both \(\varepsilon^2\) and \(\eta\) are proportional to \(T\), so \(\eta\) counts as second order in \(\varepsilon\). To first order the weight is \(e^{-y^2/2}(1+\varepsilon y^3)\).

Let \(m_n\) be the average of \(y^n\) over the normalized Gaussian. Integration by parts gives \(m_{n+2}=(n+1)m_n\), hence

\[
m_2=1,\quad m_4=3,\quad m_6=15,\quad m_8=105,\quad m_{10}=945,\quad m_{12}=10395,
\]

and the odd moments vanish. The normalization has no first-order term, because \(m_3=0\). Therefore

\[
\langle y\rangle=\varepsilon m_4=3\varepsilon,\qquad \langle y^2\rangle=1,\qquad \langle y^3\rangle=\varepsilon m_6=15\varepsilon .
\]

Expanding the cube in the definition of the third cumulant gives

\[
\langle(y-\langle y\rangle)^3\rangle=\langle y^3\rangle-3\langle y^2\rangle\langle y\rangle+2\langle y\rangle^3
=15\varepsilon-9\varepsilon+O(\varepsilon^3)=6\varepsilon+O(\varepsilon^3).
\]

The variance is \(1+O(\varepsilon^2)\), which is 1 at this order. Restoring the powers of \(\sigma_0\),

\[
C_1=3\varepsilon\sigma_0=\frac{3g\,k_BT}{k^2},\qquad
\sigma^2=\frac{k_BT}{k},\qquad
C_3=6\varepsilon\sigma_0^3=\frac{6g(k_BT)^2}{k^3},
\]

\[
\frac{C_1\sigma^2}{C_3}=\frac{3g(k_BT)^2/k^3}{6g(k_BT)^2/k^3}=\frac12 .
\]

The stiffness, the cubic constant and the temperature cancel. The cubic constant must be nonzero, since for \(g=0\) the ratio is \(0/0\).

The mean can also be read from a force balance. In equilibrium the average force vanishes, so at leading order \(k\langle x\rangle=3g\langle x^2\rangle\): the bond lengthens until the harmonic pull balances the average cubic push.

The origin of \(x\) matters. Since \(C_1\propto T\), counting the elongation from its value at another temperature \(T_0\) multiplies the leading ratio by \(1-T_0/T\).

### (b) First correction

To third order in \(\varepsilon\), with \(\eta\sim\varepsilon^2\), the factor multiplying the Gaussian is

\[
1+\varepsilon y^3+\left(\frac{\varepsilon^2}{2}y^6-\eta y^4\right)+\left(\frac{\varepsilon^3}{6}y^9-\varepsilon\eta y^7\right).
\]

Its Gaussian average is the normalization

\[
Z=1+\tfrac{15}{2}\varepsilon^2-3\eta .
\]

Each moment is its unnormalized average divided by \(Z\), and \(1/Z\simeq1-\tfrac{15}{2}\varepsilon^2+3\eta\):

\[
\begin{aligned}
\langle y\rangle&=\frac{3\varepsilon+\frac{945}{6}\varepsilon^3-105\varepsilon\eta}{Z}
=3\varepsilon+135\varepsilon^3-96\varepsilon\eta,\\
\langle y^2\rangle&=\frac{1+\frac{105}{2}\varepsilon^2-15\eta}{Z}
=1+45\varepsilon^2-12\eta,\\
\langle y^3\rangle&=\frac{15\varepsilon+\frac{10395}{6}\varepsilon^3-945\varepsilon\eta}{Z}
=15\varepsilon+1620\varepsilon^3-900\varepsilon\eta .
\end{aligned}
\]

Subtracting \(\langle y\rangle^2=9\varepsilon^2\) gives the variance \(1+36\varepsilon^2-12\eta\). For the third cumulant we need

\[
\langle y^2\rangle\langle y\rangle=3\varepsilon+(135+135)\varepsilon^3-(96+36)\varepsilon\eta
=3\varepsilon+270\varepsilon^3-132\varepsilon\eta
\]

and \(2\langle y\rangle^3=54\varepsilon^3\). The cumulant is then

\[
(15-9)\varepsilon+(1620-810+54)\varepsilon^3+(-900+396)\varepsilon\eta
=6\varepsilon\,(1+144\varepsilon^2-84\eta).
\]

The mean is \(3\varepsilon(1+45\varepsilon^2-32\eta)\). In the ratio the relative corrections of \(C_1\) and \(\sigma^2\) add, and that of \(C_3\) is subtracted:

\[
\frac{C_1\sigma^2}{C_3}=\frac12\left[1+(45+36-144)\varepsilon^2+(-32-12+84)\eta\right]
=\frac12\left(1-63\varepsilon^2+40\eta\right)+O(T^2).
\]

The coefficients are large, so "weak" means, for this ratio, \(63\varepsilon^2\ll1\) and \(40\eta\ll1\), which is stricter than \(\varepsilon^2,\eta\ll1\). The leading formula for \(C_3\) alone has still larger correction coefficients, 144 and 84.

### (c) Use in EXAFS

The logarithm of the averaged exponential generates the cumulants:

\[
\ln\langle e^{2iqx}\rangle=2iqC_1+\frac{(2iq)^2}{2}\sigma^2+\frac{(2iq)^3}{6}C_3+\dots
=2iqC_1-2q^2\sigma^2-\frac{4i}{3}q^3C_3+\dots
\]

The variance damps the amplitude, while \(C_1\) and \(C_3\) enter the phase, \(2qC_1-\tfrac43q^3C_3\). Their different dependence on \(q\) separates them, provided the fit is limited to values of \(q\) where higher cumulants are negligible or includes those cumulants. The linear term, however, fixes only the mean length \(r_0+C_1\), and \(r_0\) is not known separately. Part (a) supplies the missing relation:

\[
C_1\simeq\frac{C_3}{2\sigma^2}.
\]

### (d) Numbers

For these constants \(36g^2<48hk\) (60.8 against 92.2 in eV\(^2\)/Å\(^6\)), so \(V''=k-6gx+12hx^2\) has no real zero and the potential has a single minimum. With \(k_BT=0.03447\) eV,

\[
\sigma^2\simeq\frac{0.03447}{3.2}=0.01077\ \text{Å}^2,\qquad
C_1\simeq\frac{3(1.3)(0.03447)}{3.2^2}=0.01313\ \text{Å},
\]

\[
C_3\simeq\frac{6(1.3)(0.03447)^2}{3.2^3}=2.83\times10^{-4}\ \text{Å}^3 .
\]

Direct integration over the Boltzmann distribution gives \(\sigma^2=0.01120\) Å\(^2\), \(C_1=0.01330\) Å (1.33 pm) and \(C_3=3.05\times10^{-4}\) Å\(^3\). Their ratio is 0.488. With \(\varepsilon^2=0.001778\) and \(\eta=0.002020\), part (b) predicts

\[
\tfrac12(1-0.112+0.081)=0.484 .
\]

The inferred elongation \(C_3/(2\sigma^2)\) is 0.01361 Å, which is 2.4 % above the integrated \(C_1\).

The integrated ratio is 0.4998 at 4 K, 0.496 at 100 K and 0.487 at 800 K, but 0.497 at 1200 K. The last value is not a return to the leading-order regime. The first correction, three times its size at 400 K, would give about 0.453 there, so higher orders have become important and happen to offset it for this potential.

In the phase at \(q=4\) Å\(^{-1}\), the two terms give \(0.1064-0.0260=0.0804\) rad, against 0.0807 rad from the averaged exponential. At \(q=10\) Å\(^{-1}\) they give \(-0.141\) rad against \(-0.105\) rad, so the phase cut after \(C_3\) is no longer accurate.

### The model beside a copper interconnect

The constants are rough, and a real bond belongs to a crystal. In a crystal the minimum of the effective potential can itself move with temperature. If the potential shifts rigidly, the mean distance changes but \(\sigma^2\) and \(C_3\) do not, so \(C_3/(2\sigma^2)\) misses the shift. In a real crystal the shape of the potential can change as well, and then \(\sigma^2\) and \(C_3\) also change. What is missed need not be small. Between 300 and 400 K this model bond lengthens by 0.0034 Å, while a linear expansion coefficient near \(17\times10^{-6}\) K\(^{-1}\) lengthens the copper neighbour spacing by about 0.0043 Å, and perpendicular motion (below) makes the mean distance grow more than that. With such rough constants this is only a comparison of sizes, but \(C_3/(2\sigma^2)\) should not be read as the full bond expansion of copper. Four further differences are considered here, for a bond length \(R=2.55\) Å.

- **Quantum motion.** With the reduced mass of two copper atoms, \(\hbar\sqrt{k/\mu}\) corresponds to 238 K. Diagonalizing the one-bond Hamiltonian gives a ratio of 0.517 at 400 K, but 0.918 at 100 K. The classical relation should not be used for this bond in the cold.
- **Perpendicular motion.** A relative displacement \(w\) across the bond lengthens it by about \(w^2/(2R)\). If each of the two perpendicular directions has variance \(\sigma^2\), the mean grows by \(\sigma^2/R\simeq0.0044\) Å and the ratio becomes 0.65. In this estimate \(C_3/(2\sigma^2)\) gives the elongation due to anharmonicity along the bond, not the full change of mean distance.
- **EXAFS weighting.** The signal weights distances by \(e^{-2r/\lambda}/r^2\), whose logarithm has slope \(-2/R-2/\lambda\) at \(r=R\). Such a tilt shifts the mean by about \(-(2\sigma^2/R)(1+R/\lambda)=-0.0116\) Å for a rough mean free path \(\lambda=8\) Å. Left uncorrected, it reduces the ratio to 0.07, a small difference of close numbers that ranges from about 0.01 to 0.12 for \(\lambda\) between 5 and 15 Å. The weight corrupts mainly the mean: \(C_3/(2\sigma^2)\) moves only from 0.0136 to about 0.0133 Å.
- **Stress.** A metal line held by its surroundings is also strained mechanically. The first variation treats a simpler case, a constant force along a single bond.

## Variation 1: a strained bond

*A constant force \(F\) stretches the bond by 0.1 % of its length. Does \(C_3/(2\sigma^2)\) include this stretch?*

The potential becomes \(V-Fx\), with its minimum near \(x_0=F/k=0.00255\) Å. Expanding about \(x_0\) to first order gives new constants

\[
k'=k-6gx_0,\qquad g'=g-4hx_0 .
\]

At leading order \(C_3/(2\sigma^2)=3g'k_BT/k'^2\), so its relative change is

\[
\left(\frac{12g}{k}-\frac{4h}{g}\right)x_0=(4.88-1.85)\,\text{Å}^{-1}\times0.00255\ \text{Å}\simeq0.8\,\% .
\]

Integration at 400 K agrees: the quantity moves from 0.01361 to 0.01372 Å. The mean itself moves by 0.00266 Å, and the ratio taken from the unstrained minimum rises to 0.58. Within this model \(C_3/(2\sigma^2)\) reports the thermal elongation and is nearly blind to the mechanical one.

## Variation 2: no quartic term

*For \(h=0\) the Boltzmann integral diverges at large \(x\). In what sense does the result of part (a) survive?*

The force vanishes where \(kx=3gx^2\), at the barrier \(x_b=k/(3g)\), whose height is

\[
V(x_b)=\frac{k^3}{18g^2}-\frac{k^3}{27g^2}=\frac{k^3}{54g^2},\qquad
\frac{V(x_b)}{k_BT}=\frac{1}{54\varepsilon^2}.
\]

Cut the integral at or somewhat inside the barrier, which describes a bond that has not escaped. The weight at the barrier, \(e^{-1/(54\varepsilon^2)}\), vanishes faster than any power of \(\varepsilon\), so the expansion holds with \(\eta=0\).

Here \(x_b=0.82\) Å and the height is 0.359 eV. At 100 K, cuts at \(x_b\) and at \(0.8x_b\) both give 0.4850, close to \(\tfrac12(1-63\varepsilon^2)=0.486\). At 400 K the barrier is only 10.4 \(k_BT\) high, and the two cuts give 0.414 and 0.423. The result then depends on the cut: these two values differ by about 0.01, and a cut further inside changes the ratio more. The pure cubic model no longer defines a precise ratio.

The main values used here are listed in the numerical output below.

## Numbers as computed

```
k = 3.2 eV/A^2, g = 1.3 eV/A^3, h = 0.6 eV/A^4
bond length = 2.55 A, temperature = 400 K
thermal energy kT = 0.03447 eV
epsilon^2 = 0.001778, eta = 0.002020 (no unit)
leading C1 = 0.01313 A
leading variance = 0.01077 A^2
leading C3 = 2.8282e-04 A^3
quadrature C1 = 0.01330 A = 1.330 pm
quadrature variance = 0.01120 A^2
quadrature C3 = 3.0489e-04 A^3
quadrature ratio C1*var/C3 = 0.4883
ratio with first correction = 0.4844
shift of ratio on halving the grid = 2.8e-16
worst relative error of correction slopes = 9.8e-07
classical ratio at 4 K = 0.49984
classical ratio at 100 K = 0.49630
classical ratio at 200 K = 0.49307
classical ratio at 800 K = 0.48725
inferred elongation C3/(2 var) = 0.01361 A
its relative error = 2.39 %
pure cubic: barrier at 0.8205 A, height 0.3591 eV
barrier height / kT at 400 K = 10.42
pure cubic ratio at 100 K, cut at barrier = 0.48503, cut at 0.8 of it = 0.48503
pure cubic ratio at 400 K, cut at barrier = 0.41375, cut at 0.8 of it = 0.42257
EXAFS phase at q = 4 /A: direct 0.0807 rad, C1 term 0.1064 rad, C3 term -0.0260 rad
EXAFS phase at q = 10 /A: direct -0.1055 rad, C1 term 0.2659 rad, C3 term -0.4065 rad
copper atomic mass = 63.546 u
bond quantum hbar*omega = 20.52 meV, as temperature 238.1 K
ratio at 100 K: quantum 0.9177, classical 0.4963
ratio at 400 K: quantum 0.5165, classical 0.4883
ratio at 1200 K: quantum 0.5004, classical 0.4972
largest quantum ratio shift, finer grid = 2.9e-11
perpendicular motion: mean shift 0.00437 A, ratio becomes 0.6506
mean free path = 8.0 A
EXAFS weight: mean shift -0.01139 A, formula -0.01158 A
ratio without correcting that weight = 0.0720
strain 0.1 %: mean shift 0.00266 A, ratio becomes 0.5817
C3/(2 var) under strain = 0.01372 A
elongation from 300 K to 400 K = 0.00335 A
ratio with that elongation = 0.1230
```
